# Trigonal field, spin-orbit coupling and the splitting of ruby's R lines, part 1

(Sections cited here and not found follow in the later parts.)

Take two degenerate states $|g_+\rangle$ and $|g_-\rangle$ at energy zero, and two states $|x_+\rangle$ and $|x_-\rangle$ at energy $\Delta>0$. Let two perturbations act, each connecting $g_+$ only to $x_+$ and $g_-$ only to $x_-$. The first has the same real matrix element $a$ in both pairs. The second has $+b$ in one pair and $-b$ in the other. Each pair is then a two-by-two matrix with diagonal $0,\Delta$ and off-diagonal element $a\pm b$, and its lower root is

$$E_\pm=\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+(a\pm b)^2}=-\frac{(a\pm b)^2}{\Delta}+\frac{(a\pm b)^4}{\Delta^3}-\dots$$

With $b=0$ the two levels move down together. With $a=0$ they also move down together, because only $b^2$ enters. With both present, $(a+b)^2-(a-b)^2=4ab$ and $(a+b)^4-(a-b)^4=8ab(a^2+b^2)$, so

$$E_+-E_-=-\frac{4ab}{\Delta}+\frac{8ab(a^2+b^2)}{\Delta^3}-\dots$$

The leading splitting is bilinear in the two perturbations, changes sign with either, and falls as the inverse of the gap. It needs two things: both perturbations must reach the same upper state, and their relative sign must differ between the two lower states.

The two sharp red lines of ruby, $R_1$ and $R_2$, arise in this way. Cr$^{3+}$ has three $d$ electrons in a nearly octahedral cage of oxygen ions. Its lowest excited term, ${}^2E$, has four states, and these are seen as two Kramers doublets, $\bar E$ below and $2\bar A$ above, roughly 29 cm$^{-1}$ apart. The part of $a$ is played by the trigonal component of the crystal field, of strength $v$, the part of $b$ by spin-orbit coupling, of strength $\zeta$, and the upper states belong to the term ${}^2T_2$. For wavefunctions of the pure configuration $t_2^3$ and to second order in the two perturbations,

$$E(2\bar A)-E(\bar E)=\frac{4\,v\,\zeta}{3\,\Delta},\qquad \Delta=E({}^2T_2)-E({}^2E).$$

What theory fixes here is the scaling, the coefficient $4/3$ and the sign. The number 29 is a rough measured size, and the formula reaches it only through the empirical values of $v$, $\zeta$ and $\Delta$. All energies below are wavenumbers in cm$^{-1}$.

The cubic axes $x,y,z$ point at the ligands. The three $t_2$ orbitals are numbered $1=yz$, $2=zx$, $3=xy$, each with angular part $\sqrt{15}$ times the monomial on the unit sphere, normalized to unit average over the sphere. The two $e$ orbitals are $u=\tfrac{\sqrt5}{2}(3z^2-1)$ and $w=\tfrac{\sqrt{15}}{2}(x^2-y^2)$, and they lie $10Dq$ above $t_2$. All five share one radial function. The operator $a^\dagger_\sigma$ creates an electron of spin $\sigma$ in orbital $a$. The trigonal axis is $\mathbf n=(1,1,1)/\sqrt3$. The rotation $C_3$ by $+120^\circ$ about $\mathbf n$ carries $x\to y\to z\to x$, hence $yz\to zx\to xy\to yz$, that is $1\to2\to3\to1$.

The trigonal field is a real one-electron potential invariant under this rotation. Its $3\times3$ matrix in $t_2$ is real and symmetric, and invariance under the cyclic permutation makes the three diagonal elements equal and gives $V_{12}=V_{23}=V_{31}$. The diagonal constant shifts every state of $t_2^3$ equally and is dropped. One number remains, written $v/3$:

$$V=\frac v3\sum_{a\ne b}\sum_\sigma a^\dagger_\sigma b_\sigma .$$

The vector $(1,1,1)$ has eigenvalue $2v/3$. Any vector whose components sum to zero has eigenvalue $-v/3$, because each row then returns $v/3$ times minus the component on the diagonal. So $v=\varepsilon(a_1)-\varepsilon(e)$ is the one-electron trigonal splitting of $t_2$. The alternative parameter $K=-v/3$ is the energy of the orbital pair, and in terms of it the result reads $-4K\zeta/\Delta$.

Spin-orbit coupling is $H_{so}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ with $\hbar=1$. With $l_z=-i(x\partial_y-y\partial_x)$,

$$l_z(zx)=-i(0-yz)=i\,yz,\qquad l_z(yz)=-i\,zx,\qquad l_z(xy)=-i(x^2-y^2).$$

The third result lies in $e$. Inside $t_2$ the first two give $\langle1|l_z|2\rangle=i$ and $\langle 2|l_z|1\rangle=-i$, and cyclic permutation gives the other components:

$$\langle a|l_k|b\rangle=+i\,\epsilon_{kab}.$$

For $p$ orbitals $x,y,z$ the same calculation gives $-i\epsilon_{kab}$, so $t_2$ behaves as a $p$ shell with reversed orbital momentum, which is the T–P equivalence. With $\mathbf s=\boldsymbol\sigma/2$, the spin-orbit operator inside $t_2$ is

$$H_{so}=\frac\zeta2\sum_{k,a,b}i\,\epsilon_{kab}\sum_{\sigma\sigma'}a^\dagger_\sigma(\sigma_k)_{\sigma\sigma'}b_{\sigma'} .$$

Both $V$ and $H_{so}$ consist only of hops between different orbitals. $V$ is symmetric in the orbital pair and blind to spin; $H_{so}$ is antisymmetric in the pair and carries a Pauli matrix.

The unperturbed terms follow from three Coulomb integrals: $U=(aa|aa)$, $U'=(aa|bb)$ and $J=(ab|ab)$, where $(ab|cd)$ is the repulsion between the densities $\phi_a\phi_b$ and $\phi_c\phi_d$. Integrals such as $(aa|ab)$ or $(aa|bc)$ vanish, because the integrand changes sign under one of the twofold rotations about $x$, $y$ or $z$. A rotation by $45^\circ$ about $z$ turns orbital 1 into $(\phi_1\pm\phi_2)/\sqrt2$ and leaves the repulsion unchanged. Expanding the four factors gives two terms of type $U$, two of type $U'$ and four of type $J$, so $U=\tfrac14(2U+2U'+4J)$, or

$$U=U'+2J .$$

This relation uses the full rotational symmetry of pure $d$ orbitals; cubic symmetry alone does not demand it. To evaluate $J$, expand $1/r_{12}=\sum_k r_<^k r_>^{-k-1}P_k(\cos\gamma)$, which gives the Slater integrals $F^k$, and use the addition theorem in the form that the average of $P_k(\cos\gamma)g(\hat r_2)$ over $\hat r_2$ is $g_k(\hat r_1)/(2k+1)$, with $g_k$ the rank-$k$ part of $g$. The density is $\phi_1\phi_2=15\,xyz^2$, and

$$xyz^2=\tfrac17\,xy+\tfrac17\,xy(7z^2-1).$$

The second piece has rank 4, since $xy(7z^2-r^2)$ is harmonic: $\nabla^2(7xyz^2)=14xy$ and $\nabla^2(xy\,r^2)=6xy+8xy=14xy$. Sphere averages of monomials are $\langle x^{2p}y^{2q}z^{2s}\rangle=(2p-1)!!(2q-1)!!(2s-1)!!/(2p+2q+2s+1)!!$, so $\langle x^2y^2\rangle=1/15$, $\langle x^2y^2z^2\rangle=1/105$, $\langle x^2y^2z^4\rangle=3/945$, and $\langle x^2y^2(7z^2-1)^2\rangle=\tfrac{7}{45}-\tfrac{6}{45}+\tfrac{3}{45}=\tfrac4{45}$. Then

$$J=\frac{225}{49}\left[\frac{1}{15}\cdot\frac{F^2}{5}+\frac{4}{45}\cdot\frac{F^4}{9}\right]=\frac{3F^2}{49}+\frac{20F^4}{441}.$$

The Racah parameters are $B=F^2/49-5F^4/441$ and $C=35F^4/441$, so $3F^2/49=3B+15F^4/441$ and $J=3B+C$.

The twenty states of $t_2^3$ fall into two families. In eight states each orbital holds one electron, $|\sigma_1\sigma_2\sigma_3\rangle=1^\dagger_{\sigma_1}2^\dagger_{\sigma_2}3^\dagger_{\sigma_3}|0\rangle$. Each pair contributes $U'$ minus $J$ times the operator that exchanges the two spins, $\tfrac12+2\mathbf S_a\cdot\mathbf S_b$, where $\mathbf S_a$ is the spin in orbital $a$. Since $\sum_{a<b}2\mathbf S_a\cdot\mathbf S_b=S(S+1)-\tfrac94$, which is $+\tfrac32$ for $S=\tfrac32$ and $-\tfrac32$ for $S=\tfrac12$, the quartet lies at $3U'-3J$ and the two spin doublets at $3U'$. In the other twelve states one orbital is doubly occupied, one singly and one is empty. Write $A^\dagger=a^\dagger_\uparrow a^\dagger_\downarrow$ for a pair in orbital $a$, and likewise $B^\dagger$. The state $A^\dagger c^\dagger_\sigma|0\rangle$ has diagonal energy $U+2U'-J$, with one exchange term because $c_\sigma$ is parallel to one member of the pair. The repulsion also moves the pair, through the term $J A^\dagger B$ with amplitude $(ab|ab)=J$. The eigenstates are $(A^\dagger\pm B^\dagger)c^\dagger_\sigma|0\rangle/\sqrt2$ with energies $U+2U'-J\pm J$, that is $3U'+2J$ and $3U'$. The two families do not mix, because the product of the three orbitals is even under all three twofold rotations, while a state $a^2c$ transforms like the orbital $c$.

The labels come from the orbital rotation $C_4$ about $z$, $x\to y$, $y\to-x$, under which $1\to-2$, $2\to1$, $3\to-3$. The quartet state $1^\dagger_\uparrow2^\dagger_\uparrow3^\dagger_\uparrow$ goes to $2^\dagger_\uparrow1^\dagger_\uparrow3^\dagger_\uparrow$, which is minus itself, so the quartet is ${}^4A_2$. The state $(1^2+2^2)3$ changes sign like $xy$ and belongs to $T_2$; the state $(1^2-2^2)3$ is unchanged, like $l_z$, and belongs to $T_1$. The two doublets of the singly occupied family are even under the twofold rotations and, as found below, have $C_3$ eigenvalues $e^{\pm2\pi i/3}$, which makes them $E$. Measured from ${}^4A_2$,

$$E({}^2E)=E({}^2T_1)=3J=9B+3C,\qquad E({}^2T_2)=5J=15B+5C .$$

In this pure form $\Delta=2J=6B+2C$, and ${}^2E$ is degenerate with ${}^2T_1$. The separation $\delta=E({}^2T_1)-E({}^2E)$ equals $U-U'-2J$, which is zero for pure $d$ orbitals in pure $t_2^3$. In the $d^3$ model with Racah parameters a finite $\delta$ comes from Coulomb mixing with $t_2^2e$ and higher configurations, which lowers the two terms by different amounts. A perturbation theory for ${}^2E$ alone needs $\delta$ finite, so for now $\Delta$ and $\delta$ are treated as given term separations attached to pure $t_2^3$ wavefunctions, and the cost of that assumption is counted afterwards.

Symmetry shows that neither perturbation splits ${}^2E$ alone, to any order. With $\zeta=0$ the Hamiltonian is real, spin-free and commutes with the orbital $C_3$. The two orbital components have $C_3$ eigenvalues $e^{-2\pi iM/3}$ with $M=\pm1$; they are complex conjugates of each other and so have equal energy, and spin doubles each. With $v=0$ the Hamiltonian has the cubic double group of 48 elements. The character of $E\otimes(S=\tfrac12)$ is the product of the $E$ character and $2\cos(\theta/2)$ for rotation angle $\theta$. It is $\pm4$ on the two elements that represent the identity and $\mp1$ on the sixteen threefold elements; it vanishes on the rest, because either $\theta=180^\circ$ or the $E$ character is zero. The sum of squares is $32+16=48$, the order of the group, so the representation is irreducible and the four states stay together. With both perturbations the surviving symmetry is the rotation of orbit and spin together, $e^{-2\pi iJ_n/3}$, with $M_J=M+m_s$ defined modulo 3 and $m_s$ the spin projection on $\mathbf n$. The states $(M,m_s)=(+1,+\tfrac12)$ and $(-1,-\tfrac12)$ have $M_J=\pm\tfrac32$ and eigenvalue $-1$; this Kramers pair is $2\bar A$. The states $(+1,-\tfrac12)$ and $(-1,+\tfrac12)$ have $M_J=\pm\tfrac12$ and eigenvalues $e^{\mp i\pi/3}$; this pair is $\bar E$. The two doublets therefore differ in the sign of the product $Mm_s$. The label $M$ is a $C_3$ eigenvalue and not an orbital moment: the orbital momentum has no matrix elements within ${}^2E$, because $E\times E$ does not contain $T_1$.

Let $P$ project on ${}^2E$, whose energy is now taken as zero, let $Q=1-P$ and $W=V+H_{so}$. The $Q$ part of the Schrödinger equation, $(E-H_0-QWQ)Q\psi=QWP\psi$, is solved to first order by $Q\psi=-H_0^{-1}QWP\psi$. Inserting this in the $P$ part gives

$$H_{\rm eff}=PWP-\sum_{T\ne{}^2E}\frac{PWP_TWP}{E_T},$$

with $P_T$ the projector on term $T$. A hop between different orbitals, applied to a singly occupied state, gives either zero or a doubly occupied state. So $PWP=0$, ${}^4A_2$ is not reached, and only ${}^2T_1$ and ${}^2T_2$ can appear. Which of them appears is settled by letting the hops act on the two electrons in a pair of orbitals $a,b$; the third electron is a spectator, since a bilinear in $a$ and $b$ operators commutes with $c^\dagger$. On parallel spins the spin-conserving hop is blocked by the Pauli principle. On antiparallel spins, with $a^\dagger b=\sum_\sigma a^\dagger_\sigma b_\sigma$,

$$a^\dagger b:\quad a^\dagger_\uparrow b^\dagger_\downarrow\to a^\dagger_\uparrow a^\dagger_\downarrow=A^\dagger,\qquad a^\dagger_\downarrow b^\dagger_\uparrow\to a^\dagger_\downarrow a^\dagger_\uparrow=-A^\dagger,$$

$$b^\dagger a:\quad a^\dagger_\uparrow b^\dagger_\downarrow\to b^\dagger_\uparrow b^\dagger_\downarrow=B^\dagger,\qquad a^\dagger_\downarrow b^\dagger_\uparrow\to b^\dagger_\downarrow b^\dagger_\uparrow=-B^\dagger .$$

So $a^\dagger b+b^\dagger a$ annihilates the pair triplet and takes the pair singlet $(a^\dagger_\uparrow b^\dagger_\downarrow-a^\dagger_\downarrow b^\dagger_\uparrow)/\sqrt2$ to $\sqrt2(A^\dagger+B^\dagger)$. For the spin-orbit hop with Pauli matrix $\sigma_k$, quantize the spin along $k$, which leaves the singlets $A^\dagger$ and $B^\dagger$ unchanged and makes $\sigma_k$ diagonal. Each hop of a down electron acquires a minus sign: $a^\dagger\sigma_kb$ sends both antiparallel states to $-A^\dagger$, and $b^\dagger\sigma_ka$ sends both to $+B^\dagger$. So $a^\dagger\sigma_kb-b^\dagger\sigma_ka$ annihilates the singlet and takes the triplet $(a^\dagger_\uparrow b^\dagger_\downarrow+a^\dagger_\downarrow b^\dagger_\uparrow)/\sqrt2$ to $-\sqrt2(A^\dagger+B^\dagger)$. Both operators produce the symmetric combination, which is ${}^2T_2$, and never the antisymmetric one, which is ${}^2T_1$. This is the first requirement of the four-state model. It also shows what the cross term does: $H_{so}$ removes a pair triplet and $V$ returns a pair singlet, so the effective operator turns triplets of a pair into singlets and back.

Neither perturbation alone splits ${}^2E$, and acting on pure $t_2^3$ wavefunctions both lead from it only to ${}^2T_2$. It remains to evaluate their cross term, which gives the coefficient and sign of the splitting, and to count the cost of assuming pure $t_2^3$ wavefunctions.
